# Steady Channel Cracking of a Film Elastically Matched to Its Substrate: test program

```python
"""
Result under test: a long channel crack through a film of thickness h under
tensile stress sigma, on a deep substrate of equal elastic constants, releases
    G_ss = (1/h) * integral_0^h G(a) da = (pi f^2 / 2) sigma^2 h / E_bar,
about 1.976 sigma^2 h / E_bar.  G(a) = pi f^2 sigma^2 a / E_bar belongs to a
plane-strain edge crack of depth a, E_bar = E/(1-nu^2), and
    ln f = -(1/pi) int_0^inf ln[1 - tau^2/sinh^2(pi tau/2)]/(1+tau^2) dtau.
v is half the crack opening; v' is its derivative along the depth.
Dimensionless work uses sigma = E_bar = 1 and crack depth or h equal to 1.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

# ---------- closed form from the Wiener-Hopf factorization ----------


def log_symbol(tau):
    if tau < 1e-6:
        return np.log(1 - 4 / np.pi**2)
    return np.log1p(-(tau / np.sinh(np.pi * tau / 2))**2)


def right_factor(lam):
    integral = quad(lambda tau: log_symbol(tau) / (lam**2 + tau**2), 0, 30,
                    epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    return np.exp(lam * integral / np.pi)


f_exact = 1 / right_factor(1.0)
edge_coefficient = np.pi * f_exact**2
channel_coefficient = quad(lambda a: edge_coefficient * a, 0, 1)[0]
assert abs(channel_coefficient - 1.976) < 1e-3

# ---------- wedge displacement fields obey Hooke's law ----------
r, th, lam_s, kap = sp.symbols("r theta lambda kappa", positive=True)
wedge_fields = [
    (r**(lam_s + 1) * sp.sin((lam_s + 1) * th),
     -(lam_s + 1) * r**lam_s * sp.sin((lam_s + 1) * th),
     -(lam_s + 1) * r**lam_s * sp.cos((lam_s + 1) * th)),
    (r**(lam_s + 1) * sp.sin((lam_s - 1) * th),
     (kap - lam_s) * r**lam_s * sp.sin((lam_s - 1) * th),
     -(kap + lam_s) * r**lam_s * sp.cos((lam_s - 1) * th))]
sample = {r: 1.3, th: 0.7, lam_s: 0.37, kap: 2.2}
for airy, u_r, u_t in wedge_fields:      # displacements are times 2 mu
    s_rr = sp.diff(airy, r) / r + sp.diff(airy, th, 2) / r**2
    s_tt = sp.diff(airy, r, 2)
    s_rt = -sp.diff(sp.diff(airy, th) / r, r)
    nu_s = (3 - kap) / 4
    residuals = [
        sp.diff(u_r, r) - s_rr + nu_s * (s_rr + s_tt),
        (u_r + sp.diff(u_t, th)) / r - s_tt + nu_s * (s_rr + s_tt),
        (sp.diff(u_r, th) / r + sp.diff(u_t, r) - u_t / r) / 2 - s_rt]
    for residual in residuals:
        assert abs(float(residual.subs(sample))) < 1e-11

# ---------- stress/slope ratio: boundary conditions, formula, kernel ----------


def stress_slope_ratio(lam):
    return (np.sin(np.pi * lam / 2)**2 - lam**2) / np.sin(np.pi * lam)


def image_kernel(x, t):
    return 1 / (t + x) + 2 * t / (t + x)**2 - 4 * t**2 / (t + x)**3


for lam in (0.35, 0.6):
    p, m, q = lam + 1, lam - 1, np.pi / 2
    # unknown amplitudes of cos(p th), cos(m th), sin(p th); sin(m th) has 1
    matrix = np.array([
        [0, 0, p],
        [np.cos(p * q), np.cos(m * q), np.sin(p * q)],
        [-p * np.sin(p * q), -m * np.sin(m * q), p * np.cos(p * q)]])
    rhs = -np.array([m, np.sin(m * q), m * np.cos(m * q)])
    amp = np.linalg.solve(matrix, rhs)
    ratio_wedge = lam * (lam + 1) * (amp[0] + amp[1]) / (-4 * lam)
    assert abs(ratio_wedge - stress_slope_ratio(lam)) < 1e-11

    def power(t):
        return t**(lam - 1)

    total = quad(power, 0.5, 2, weight="cauchy", wvar=1)[0]
    total += quad(lambda t: power(t) / (t - 1), 0, 0.5)[0]
    total += quad(lambda t: power(t) / (t - 1), 2, np.inf)[0]
    total += quad(lambda t: power(t) * image_kernel(1, t), 0, 1)[0]
    total += quad(lambda t: power(t) * image_kernel(1, t), 1, np.inf)[0]
    assert abs(total / (2 * np.pi) - stress_slope_ratio(lam)) < 1e-5

# ---------- collocation of the edge-crack integral equation ----------
# v'(t) = Q(t)/sqrt(1-t), Q a polynomial; t = 1-u^2 removes the root.
n_basis, n_points = 24, 60
gauss, weight = np.polynomial.legendre.leggauss(600)
u_nodes, u_weights = (gauss + 1) / 2, weight / 2
t_nodes = 1 - u_nodes**2
cheb = np.polynomial.chebyshev
basis_t = cheb.chebvander(2 * t_nodes - 1, n_basis - 1)
x_points = (1 - np.cos(np.pi * (np.arange(n_points) + 0.5) / n_points)) / 2
rows = []
for x in x_points:
    basis_x = cheb.chebvander(np.array([2 * x - 1]), n_basis - 1)[0]
    u0 = np.sqrt(1 - x)
    row = 2 * u_weights @ ((basis_t - basis_x) / (t_nodes - x)[:, None])
    row += basis_x * np.log((1 + u0) / (1 - u0)) / u0
    row += 2 * (u_weights * image_kernel(x, t_nodes)) @ basis_t
    rows.append(row / (2 * np.pi))
coeffs = np.linalg.lstsq(np.array(rows), -np.ones(n_points), rcond=None)[0]
f_collocation = -cheb.chebval(1.0, coeffs) / np.sqrt(2)
assert abs(f_collocation - f_exact) < 1e-4

g60, w60 = np.polynomial.legendre.leggauss(60)


def slope_moment(lower, upper, exponent):
    """Integral of t**exponent * v'(t) between two depths."""
    lo, hi = np.sqrt(1 - upper), np.sqrt(1 - lower)
    u = lo + (hi - lo) * (g60 + 1) / 2
    t = 1 - u**2
    values = 2 * cheb.chebval(2 * t - 1, coeffs) * t**exponent
    return (hi - lo) / 2 * np.dot(w60, values)


for n in (1, 3):      # transform of v' at lambda = -n
    left_gamma = gamma(0.5 + n / 2) / gamma(1 + n / 2)
    transform = (-2 * np.sqrt(np.pi) * f_exact
                 / ((1 + n) * left_gamma * right_factor(float(n))))
    assert abs(slope_moment(0, 1, n) / transform - 1) < 2e-4
area_coefficient = -slope_moment(0, 1, 1)      # equals G_ss coefficient
assert abs(area_coefficient - channel_coefficient) < 5e-4
mouth_coefficient = -2 * slope_moment(0, 1, 0)  # full opening at surface

# ---------- crack deeper than the stressed film (h = 1) ----------


def deep_release(a):
    eta = 1 / a
    shape = -eta * slope_moment(eta, 1, 0) - 2 * slope_moment(0, eta, 1)
    return a * shape**2 / (np.pi * f_exact**2)


def total_release(a):
    return channel_coefficient + quad(deep_release, 1, a, limit=200)[0]


deep_a = brentq(lambda a: deep_release(a) - total_release(a) / a, 1.0001, 5)
deep_coefficient = total_release(deep_a) / deep_a
for other in (0.95 * deep_a, 1.05 * deep_a):
    if other > 1:
        assert total_release(other) / other < deep_coefficient

# ---------- finite elements: released energy from the definition ----------
nu_fem = 0.2
widths = [0.05] * 40
while sum(widths) < 40:
    widths.append(widths[-1] * 1.2)
coarse = np.concatenate([[0], np.cumsum(widths)])
fine = np.sort(np.concatenate([coarse, (coarse[1:] + coarse[:-1]) / 2]))


def mesh_energy(lines, crack, stiffness):
    """Energy released by a crack; stress 1 acts for depth below 1."""
    n = len(lines)
    young = 1 - nu_fem**2
    c0 = young / ((1 + nu_fem) * (1 - 2 * nu_fem))
    elastic = np.array([[c0 * (1 - nu_fem), c0 * nu_fem, 0],
                        [c0 * nu_fem, c0 * (1 - nu_fem), 0],
                        [0, 0, young / (2 * (1 + nu_fem))]])
    i, j = [k.ravel() for k in np.meshgrid(np.arange(n - 1),
                                           np.arange(n - 1), indexing="ij")]
    step = np.diff(lines)
    dx, dy = step[i], step[j]
    modulus = np.where(lines[j] + dy / 2 < 1, stiffness, 1.0)
    nodes = np.stack([i * n + j, (i + 1) * n + j,
                      (i + 1) * n + j + 1, i * n + j + 1], axis=1)
    sx, sy = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    local = np.zeros((len(i), 8, 8))
    for gx in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        for gy in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            d_x = (sx * (1 + gy * sy) / 2)[None, :] / dx[:, None]
            d_y = (sy * (1 + gx * sx) / 2)[None, :] / dy[:, None]
            strain = np.zeros((len(i), 3, 8))
            strain[:, 0, 0::2] = d_x
            strain[:, 1, 1::2] = d_y
            strain[:, 2, 0::2] = d_y
            strain[:, 2, 1::2] = d_x
            scaled = np.matmul(elastic, strain)
            scaled *= (modulus * dx * dy / 4)[:, None, None]
            local += np.matmul(strain.transpose(0, 2, 1), scaled)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(-1, 8)
    row_id = np.repeat(dofs, 8, axis=1).ravel()
    col_id = np.tile(dofs, (1, 8)).ravel()
    stiff = coo_matrix((local.ravel(), (row_id, col_id)),
                       shape=(2 * n * n, 2 * n * n)).tocsr()
    force = np.zeros(2 * n * n)
    for k in range(n - 1):
        if lines[k + 1] < min(crack, 1) + 1e-9:
            force[2 * k] += step[k] / 2
            force[2 * (k + 1)] += step[k] / 2
    free = np.ones((n, n, 2), dtype=bool)
    free[0, lines > crack - 1e-9, 0] = False
    free[-1, :, 0] = False
    free[:, -1, :] = False
    keep = np.flatnonzero(free.ravel())
    factor = splu(stiff[keep][:, keep].tocsc(), permc_spec="MMD_AT_PLUS_A",
                  diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    return force[keep] @ factor.solve(force[keep])


def released_energy(crack, stiffness=1.0):
    # a square-root tip gives an energy error linear in the mesh size
    return (2 * mesh_energy(fine, crack, stiffness)
            - mesh_energy(coarse, crack, stiffness))


energy_04, energy_06 = released_energy(0.4), released_energy(0.6)
energy_film, energy_deep = released_energy(1.0), released_energy(1.5)
edge_fem = (energy_06 - energy_04) / 0.2      # G at depth 0.5 h
assert abs(energy_film / channel_coefficient - 1) < 0.01
assert abs(edge_fem / (0.5 * edge_coefficient) - 1) < 0.02
assert abs(energy_deep / total_release(1.5) - 1) < 0.01
stiff_ratio = 1.2
mismatch_change = stiff_ratio * released_energy(1.0, stiff_ratio) / energy_film - 1

# ---------- worked example: glassy dielectric coating on a glass plate ----------
h_film, stress, young, nu = 2000e-9, 200e6, 70e9, 0.2
tough_dry, tough_humid = 8.0, 1.0
plate, delta_alpha, delta_temp = 0.5e-3, 1e-6, 100.0
e_bar = young / (1 - nu**2)
unit_release = stress**2 * h_film / e_bar
g_channel = channel_coefficient * unit_release
g_edge = edge_coefficient * unit_release
k_edge = f_exact * stress * np.sqrt(np.pi * h_film)
assert abs(k_edge**2 / e_bar / g_edge - 1) < 1e-12
mouth = mouth_coefficient * stress * h_film / e_bar


def critical_thickness(toughness, coefficient):
    return toughness * e_bar / (coefficient * stress**2)


bending_fraction = 4 * h_film / plate
thermal_stress = young / (1 - nu) * delta_alpha * delta_temp
cohesive_strength = young / 10
cohesive_zone = e_bar * tough_dry / cohesive_strength**2

print(f"f, closed form: {f_exact:.6f}")
print(f"f, collocation: {f_collocation:.6f}")
print(f"edge coefficient pi f^2: {edge_coefficient:.5f}")
print(f"channel coefficient pi f^2/2: {channel_coefficient:.5f}")
print(f"channel coefficient, opening area: {area_coefficient:.5f}")
print(f"channel coefficient, finite elements: {energy_film:.4f}")
print(f"G(h/2) coefficient, formula: {edge_coefficient / 2:.4f}")
print(f"G(h/2) coefficient, finite elements: {edge_fem:.4f}")
print(f"mouth opening / (sigma h/E_bar): {mouth_coefficient:.4f}")
print(f"W(1.5h) coefficient, reciprocity: {total_release(1.5):.4f}")
print(f"W(1.5h) coefficient, finite elements: {energy_deep:.4f}")
print(f"equal toughness: crack depth / h: {deep_a:.4f}")
print(f"equal toughness: max W/a coefficient: {deep_coefficient:.4f}")
print(f"film thickness: {h_film * 1e9:.0f} nm")
print(f"film stress: {stress / 1e6:.0f} MPa")
print(f"Young modulus: {young / 1e9:.0f} GPa")
print(f"Poisson ratio: {nu:.2f}")
print(f"E_bar: {e_bar / 1e9:.3f} GPa")
print(f"sigma^2 h/E_bar: {unit_release:.4f} J/m^2")
print(f"channel release G_ss: {g_channel:.4f} J/m^2")
print(f"channel release G_ss: {g_channel / 1.602176634e-19 * 1e-18:.3f} eV/nm^2"
      if False else f"edge release at interface: {g_edge:.4f} J/m^2")
print(f"K at interface depth: {k_edge / 1e6:.4f} MPa m^0.5")
print(f"mouth opening: {mouth * 1e9:.2f} nm")
print(f"dry fracture energy (rough): {tough_dry:.1f} J/m^2")
print(f"humid threshold (rough): {tough_humid:.1f} J/m^2")
for name, toughness in (("dry", tough_dry), ("humid", tough_humid)):
    shallow = critical_thickness(toughness, channel_coefficient)
    deep = critical_thickness(toughness, deep_coefficient)
    print(f"critical thickness, {name}: {shallow * 1e9:.0f} nm")
    print(f"same, crack enters substrate: {deep * 1e9:.0f} nm")
print(f"film/substrate stiffness trial: {stiff_ratio:.2f}")
print(f"G_ss change from stiffness: {100 * mismatch_change:.2f} %")
print(f"plate thickness: {plate * 1e3:.1f} mm")
print(f"film stress lost to plate strain: {100 * bending_fraction:.2f} %")
print(f"G_ss change from it: {100 * ((1 - bending_fraction)**2 - 1):.2f} %")
print(f"expansion mismatch (rough): {delta_alpha * 1e6:.1f} ppm/K")
print(f"temperature change: {delta_temp:.0f} K")
print(f"thermal stress: {thermal_stress / 1e6:.2f} MPa")
print(f"G_ss rise if tensile: {100 * ((1 + thermal_stress / stress)**2 - 1):.2f} %")
print(f"cohesive strength E/10 (rough): {cohesive_strength / 1e9:.1f} GPa")
print(f"cohesive zone scale, dry: {cohesive_zone * 1e9:.1f} nm")
print("done: every assertion held")
```

Running it gives:

```
f, closed form: 1.121522
f, collocation: 1.121522
edge coefficient pi f^2: 3.95153
channel coefficient pi f^2/2: 1.97577
channel coefficient, opening area: 1.97577
channel coefficient, finite elements: 1.9731
G(h/2) coefficient, formula: 1.9758
G(h/2) coefficient, finite elements: 1.9745
mouth opening / (sigma h/E_bar): 5.8172
W(1.5h) coefficient, reciprocity: 3.0151
W(1.5h) coefficient, finite elements: 3.0077
equal toughness: crack depth / h: 1.1999
equal toughness: max W/a coefficient: 2.0748
film thickness: 2000 nm
film stress: 200 MPa
Young modulus: 70 GPa
Poisson ratio: 0.20
E_bar: 72.917 GPa
sigma^2 h/E_bar: 1.0971 J/m^2
channel release G_ss: 2.1677 J/m^2
edge release at interface: 4.3354 J/m^2
K at interface depth: 0.5622 MPa m^0.5
mouth opening: 31.91 nm
dry fracture energy (rough): 8.0 J/m^2
humid threshold (rough): 1.0 J/m^2
critical thickness, dry: 7381 nm
same, crack enters substrate: 7029 nm
critical thickness, humid: 923 nm
same, crack enters substrate: 879 nm
film/substrate stiffness trial: 1.20
G_ss change from stiffness: 7.74 %
plate thickness: 0.5 mm
film stress lost to plate strain: 1.60 %
G_ss change from it: -3.17 %
expansion mismatch (rough): 1.0 ppm/K
temperature change: 100 K
thermal stress: 8.75 MPa
G_ss rise if tensile: 8.94 %
cohesive strength E/10 (rough): 7.0 GPa
cohesive zone scale, dry: 11.9 nm
done: every assertion held
```
